\section*{Orbital weight of a dangling-bond gap state from its self-energy slope}

\section{Definitions and conventions}

A normalized orbital $|d\rangle$ has energy $\varepsilon_d=\langle d|H|d\rangle$, where $H$ is a one-electron Hamiltonian that does not itself depend on energy. Restrict $H$ to the space orthogonal to $|d\rangle$ and diagonalize it there. This gives orthonormal states $|k\rangle$ with energies $\varepsilon_k$, coupled to the orbital by $V_k=\langle k|H|d\rangle$. They form a valence continuum below $E_v$ and a conduction continuum above $E_c$, and none lies in the gap between.

The self-energy of the orbital is
\begin{equation}
\Sigma(E)=\sum_k\frac{|V_k|^2}{E-\varepsilon_k}.
\label{sigma}
\end{equation}
The sum is taken in a large finite volume, where the states are discrete but dense; in the infinite volume it becomes an integral. For $E$ in the gap no denominator vanishes and $\Sigma$ is real. The total strength $\sum_k|V_k|^2$ is taken to be finite. A prime means $d/dE$, and energies are measured from $E_v=0$.

The quantity wanted is $Z=|\langle d|\psi\rangle|^2$, the weight of the orbital in a normalized state $|\psi\rangle$ whose energy $E_b$ lies strictly inside the gap.

\section{Simple case: one partner state}

Let the orbital couple to a single state $|1\rangle$ by $V\neq0$. With $|\psi\rangle=c_d|d\rangle+c_1|1\rangle$, the Schr\"odinger equation projected on the two states reads
\begin{align}
(E-\varepsilon_d)c_d&=V^*c_1, & (E-\varepsilon_1)c_1&=Vc_d .
\end{align}
The second equation gives $c_1=Vc_d/(E-\varepsilon_1)$. Normalization, $|c_d|^2+|c_1|^2=1$, then gives
\begin{equation}
|c_d|^2=\frac{1}{1+|V|^2/(E-\varepsilon_1)^2}.
\label{two}
\end{equation}
Here $\Sigma=|V|^2/(E-\varepsilon_1)$, so $\Sigma'=-|V|^2/(E-\varepsilon_1)^2$ and the denominator is $1-\Sigma'$.

\emph{Limit.} If $\varepsilon_1=\varepsilon_d$, inserting $c_1$ in the first equation gives $(E-\varepsilon_d)^2=|V|^2$. Equation (\ref{two}) then yields $1/2$ for both states, the equal mixing expected of degenerate partners. The energy in $\Sigma'$ has to be the solved one: at the bare energy $\varepsilon_d$ the slope would be infinite and the weight zero.

\section{Generalization to two continua}

Write $|\psi\rangle=c_d|d\rangle+\sum_kc_k|k\rangle$. Since the $|k\rangle$ diagonalize $H$ among themselves, projection gives
\begin{align}
(E-\varepsilon_d)c_d&=\sum_kV_k^*c_k,\label{pd}\\
(E-\varepsilon_k)c_k&=V_kc_d.\label{pk}
\end{align}
In the gap $E-\varepsilon_k\neq0$, so
\begin{equation}
c_k=\frac{V_k}{E-\varepsilon_k}\,c_d .
\label{ck}
\end{equation}
If $c_d$ were zero, every $c_k$ would vanish and there would be no state. We may therefore insert (\ref{ck}) in (\ref{pd}) and divide by $c_d$:
\begin{equation}
f(E)\equiv E-\varepsilon_d-\Sigma(E)=0\quad\text{at }E=E_b.
\label{level}
\end{equation}
Normalization with (\ref{ck}) reads
\begin{equation}
1=|c_d|^2\left[1+\sum_k\frac{|V_k|^2}{(E_b-\varepsilon_k)^2}\right].
\end{equation}
Because $E_b$ is a finite distance from both bands, (\ref{sigma}) may be differentiated term by term:
\begin{equation}
\Sigma'(E)=-\sum_k\frac{|V_k|^2}{(E-\varepsilon_k)^2}.
\end{equation}
The sum in the bracket is thus $-\Sigma'(E_b)$, and
\begin{equation}
\boxed{Z=|c_d|^2=\frac{1}{1-\Sigma'(E_b)}}
\label{Z}
\end{equation}
For nonzero coupling $\Sigma'$ is negative and finite, so $0<Z<1$.

The sum splits into valence and conduction parts, $\Sigma=\Sigma_v+\Sigma_c$. By (\ref{ck}), the gap state has weight $-Z\Sigma_v'$ in the valence continuum and $-Z\Sigma_c'$ in the conduction continuum. With $Z$ these add to $Z(1-\Sigma')=1$.

\emph{Limit.} For weak coupling and $\varepsilon_d$ inside the gap, $E_b$ tends to $\varepsilon_d$. Expanding (\ref{Z}) to second order in $V_k$ gives $Z\simeq1-\sum_k|V_k|^2/(\varepsilon_d-\varepsilon_k)^2$, the result of perturbation theory.

\subsection{The same weight as a residue}

Let $G(E)=\langle d|(E-H)^{-1}|d\rangle$. To find it, solve $(E-H)|\phi\rangle=|d\rangle$:
\begin{align}
(E-\varepsilon_d)\phi_d-\sum_kV_k^*\phi_k&=1, &
(E-\varepsilon_k)\phi_k&=V_k\phi_d .
\end{align}
Elimination of $\phi_k$ gives $G=\phi_d=1/f(E)$. Near the level $f(E)\simeq f'(E_b)(E-E_b)$, so the residue of $G$ is $1/f'(E_b)=1/[1-\Sigma'(E_b)]$. In terms of the eigenstates $|n\rangle$ of $H$,
\begin{equation}
G(E)=\sum_n\frac{|\langle d|n\rangle|^2}{E-E_n},
\end{equation}
and the residue at $E_b$ is $|\langle d|\psi\rangle|^2$. The two routes agree. Since $\sum_n|\langle d|n\rangle|^2=1$, the missing orbital weight $1-Z$ sits in the other eigenstates of $H$.

\subsection{Response of the level}

Change $\varepsilon_d$ with all $V_k$ and $\varepsilon_k$ fixed. Differentiating $E_b=\varepsilon_d+\Sigma(E_b)$ gives
\begin{equation}
\frac{dE_b}{d\varepsilon_d}=1+\Sigma'(E_b)\frac{dE_b}{d\varepsilon_d}
\quad\Rightarrow\quad \frac{dE_b}{d\varepsilon_d}=Z .
\label{response}
\end{equation}
A disturbance that acts on the orbital alone moves the level by the fraction $Z$ of its size, to first order.

\subsection{When there is a level}

In the gap $f'=1-\Sigma'>1$. A function that rises throughout has at most one zero. It has one if $f$ is negative at the lower edge and positive at the upper edge. For finite edge values of $\Sigma$ this means
\begin{equation}
E_v-\Sigma(E_v)<\varepsilon_d<E_c-\Sigma(E_c).
\label{window}
\end{equation}
Outside this window there is no gap state for (\ref{Z}) to describe.

\section{A continuum that can be solved}

Take a semi-infinite chain with site energy $\epsilon_0$ and hopping $t$, whose first site couples to $|d\rangle$ by $V$. Let $g(E)$ be the Green function of the first site of the isolated chain. Then $\Sigma_{\rm chain}=V^2g$, because $V_k=V\langle k|1\rangle$ and $g=\sum_k|\langle k|1\rangle|^2/(E-\varepsilon_k)$.

Apply the same elimination to the first site itself. Its neighbour begins an identical chain, so with $z=E-\epsilon_0$
\begin{equation}
g=\frac{1}{z-t^2g}\quad\Rightarrow\quad t^2g^2-zg+1=0 .
\end{equation}
The band has half-width $D=2t$. Outside it, the root that decays as $1/z$ at large $|z|$ is the right one:
\begin{align}
\Sigma_{\rm chain}&=\frac{2V^2}{D^2}\left[z-\operatorname{sgn}(z)\sqrt{z^2-D^2}\right],\label{semi}\\
\Sigma_{\rm chain}'&=\frac{2V^2}{D^2}\left[1-\frac{|z|}{\sqrt{z^2-D^2}}\right].\label{slope}
\end{align}
Inside the band the root is imaginary, and $-\operatorname{Im}g/\pi=2\sqrt{D^2-z^2}/(\pi D^2)$: the coupling spectrum is a semi-ellipse.

\emph{Limit.} For $D\to0$, $\sqrt{z^2-D^2}\simeq|z|-D^2/(2|z|)$ turns (\ref{semi}) into $V^2/z$. The band has shrunk to the single partner of the simple case.

\section{A trap in silicon nitride}

The model is a silicon dangling bond in the amorphous nitride of a charge-trap memory cell. It has a gap of 5.0 eV and $\varepsilon_d=2.8$ eV. The valence chain has centre $-5.0$, half-width 5.0 and coupling 2.5 eV; the conduction chain has 9.0, 4.0 and 2.0 eV. The prefactor $2V^2/D^2$ is then 0.5 for both.

Solving (\ref{level}) gives $E_b=2.934$ eV, which is 2.07 eV below the conduction edge. The distances from the band centres are $z_v=7.934$ eV and $z_c=-6.066$ eV, so
\begin{align}
\Sigma_v&=0.5\left[7.934-\sqrt{7.934^2-5^2}\right]=0.887\ \text{eV},\\
\Sigma_c&=0.5\left[-6.066+\sqrt{6.066^2-4^2}\right]=-0.753\ \text{eV}.
\end{align}
Their sum, 0.134 eV, is the distance from 2.8 to 2.934 eV. The slopes are
\begin{align}
\Sigma_v'&=0.5\left[1-\frac{7.934}{\sqrt{7.934^2-5^2}}\right]=-0.144,\\
\Sigma_c'&=0.5\left[1-\frac{6.066}{\sqrt{6.066^2-4^2}}\right]=-0.165,
\end{align}
and therefore
\begin{equation}
Z=\frac{1}{1+0.144+0.165}=0.764 .
\end{equation}
The valence band pushes the level up and the conduction band pushes it down, so the shifts nearly cancel. The slopes have the same sign and add. A small shift is thus no sign of weak mixing: about a quarter of the state lies outside the orbital.

As a test, the orbital was joined to two chains of 600 sites and the matrix diagonalized. Its one gap state has energy 2.9340 eV and orbital weight 0.7639, the values of the formulas to the digits given. Moving $\varepsilon_d$ by $\pm1$ meV in this matrix gives $dE_b/d\varepsilon_d=0.7639$, as (\ref{response}) requires.

Two splittings of the remainder 0.236 should be kept apart. The gap state has weight 0.110 in the uncoupled valence continuum and 0.126 in the conduction continuum. The orbital, in turn, has weight 0.112 in the true valence-band eigenstates and 0.124 in the conduction-band ones. The totals agree because both are $1-Z$; the parts answer different questions.

\subsection{Moving the orbital through the gap}

With bands and couplings fixed, the window (\ref{window}) runs from $-2.03$ to 6.33 eV. The last column below uses the slope at $\varepsilon_d$ in place of $E_b$.
\begin{center}
\begin{tabular}{cccc}
$\varepsilon_d$ (eV) & $E_b$ (eV) & $Z$ & bare slope\\
$-1.0$ & 0.29 & 0.479 & not defined\\
1.0 & 1.57 & 0.733 & 0.675\\
2.8 & 2.93 & 0.764 & 0.766\\
4.5 & 4.18 & 0.671 & 0.595\\
5.5 & 4.77 & 0.475 & not defined
\end{tabular}
\end{center}
At $\varepsilon_d=2.8$ eV the choice hardly matters: the level has moved by only 0.13 eV, and over that distance the changes of $\Sigma_v'$ and $\Sigma_c'$ are small and partly cancel. At $\varepsilon_d=4.5$ eV the bare slope gives a weight 11\% below the correct one. The conduction band has pushed the level away from its edge, and the bare energy lies where the slope is steeper. In the first and last rows the bare orbital lies inside a band, where (\ref{sigma}) has vanishing denominators. A gap state exists all the same, with nearly half its weight on the orbital.

\subsection{Limit: the level meets the conduction edge}

Let $E_b=E_c-x$ with $x\ll D$, where $D$ and $V$ now belong to the conduction chain. Then $|z|=D+x$ and $\sqrt{z^2-D^2}=\sqrt{2Dx+x^2}\simeq\sqrt{2Dx}$. The divergent term of (\ref{slope}) dominates:
\begin{equation}
\Sigma_c'\simeq-\frac{2V^2}{D\sqrt{2Dx}},\qquad
Z\simeq\frac{D\sqrt{2Dx}}{2V^2}\to0 .
\label{edge}
\end{equation}
At $x=1$ meV this gives $4\sqrt{0.008}/8=0.0447$. Chains of 1000 sites, with $\varepsilon_d$ tuned to put the level at that depth, give 0.0436. At 4 meV the values are 0.0894 and 0.0850. The law is roughly 2.5\% and 5\% too high, relative to the chain values. The next term in $1/Z$ is a constant, so the relative error should grow as $\sqrt x$, and it does double when $x$ is quadrupled.

The lost weight spreads along the chain. Eliminating all sites beyond the $n$th gives the amplitude ratio
\begin{equation}
\left|\frac{c_{n+1}}{c_n}\right|=t|g|=\frac{|z|-\sqrt{z^2-D^2}}{D},
\end{equation}
which tends to 1 at the edge. The state then extends over ever more sites, and the orbital keeps a vanishing part of it.

\subsection{Second case: a uniform coupling spectrum}

Equation (\ref{Z}) does not depend on the shape of the spectrum, but the number does. Spread each strength $V^2$ evenly over its band:
\begin{align}
\Sigma_{\rm flat}&=\frac{V^2}{2D}\int_{-D}^{D}\frac{du}{z-u}
=\frac{V^2}{2D}\ln\frac{z+D}{z-D},\\
\Sigma_{\rm flat}'&=\frac{V^2}{2D}\left[\frac1{z+D}-\frac1{z-D}\right]=-\frac{V^2}{z^2-D^2}.
\end{align}
With the same widths and strengths, $E_b=2.935$ eV and $Z=0.737$, which is 3.5\% below the semi-elliptic value. Diagonalizing the orbital with 300 evenly spaced states per band confirmed this weight.

The behaviour at the edges is different in kind. The logarithm diverges there, so $f\to-\infty$ at $E_v$ and $+\infty$ at $E_c$, and this model has a gap level for any finite $\varepsilon_d$. Near the conduction edge $\Sigma_c'\simeq-V^2/(2Dx)$, so $Z\simeq2Dx/V^2$ falls linearly in $x$. The square-root law (\ref{edge}) belongs to a spectrum that itself starts as a square root.

\section{If the orbital overlaps its neighbours}

Atomic orbitals on neighbouring atoms are in general not orthogonal. Let the continuum states be orthonormal among themselves but have real overlaps $s_k=\langle d|k\rangle$ and real matrix elements $h_k=\langle d|H|k\rangle$. With $a_k=h_k-Es_k$, the projected equations become
\begin{align}
(E-\varepsilon_d)c_d&=\sum_ka_kc_k, & c_k&=\frac{a_k}{E-\varepsilon_k}c_d,
\end{align}
so the self-energy is $\Sigma_s=\sum_ka_k^2/(E-\varepsilon_k)$. The norm now has cross terms:
\begin{equation}
1=c_d^2\left[1+\sum_k\frac{a_k^2}{(E-\varepsilon_k)^2}+2\sum_k\frac{s_ka_k}{E-\varepsilon_k}\right].
\end{equation}
Since $a_k'=-s_k$, the two sums are together $-\Sigma_s'$. Hence $c_d^2=1/(1-\Sigma_s')$ still holds, but for the expansion coefficient. The projection is
\begin{equation}
\langle d|\psi\rangle=c_d\left[1+\sum_k\frac{s_ka_k}{E-\varepsilon_k}\right].
\end{equation}

For the trap, take an overlap of 0.10 with the first site of each chain and a matrix element equal to $-V$ plus the overlap times the mean of the two site energies. The level moves to 3.33 eV, the squared coefficient is 0.756 and the squared projection 0.751. The level shifts by 0.4 eV, while the weight changes by less than 2\%. The small change relies on the two chains compensating each other: with overlap to the valence chain alone the squared projection is 0.715, and with overlap to the conduction chain alone it is 0.800.

\section{The model beside a real nitride trap}

A gap near 5 eV is typical of amorphous silicon nitride. The band widths are rough, and the couplings and orbital energy are plausible choices, not results for a computed defect. Trap depths inferred for such films are often put at roughly 1 to 2 eV, depending on composition and method, so 2.07 eV is on the deep side. The model also assumes one fixed electron energy, whereas a working cell stores charge, and charge shifts the level. Of the effects sized here, repulsion taken alone moves $Z$ most, by 10\%. The guessed couplings matter about as much: raising both by 20\% gives $Z=0.691$.

\emph{Repulsion.} Let two electrons on the orbital repel by $U=2$ eV, a rough screened value. In mean field, with the valence electrons' response frozen, one electron in the gap state raises $\varepsilon_d$ for the opposite spin by $UZ=1.53$ eV. By (\ref{response}) the level rises by about $UZ^2=1.17$ eV. Solving (\ref{level}) again gives 1.13 eV and $Z=0.689$. These values describe the still empty level of the opposite spin. With both electrons in the level and the mean field solved self-consistently, valence response included, the level lies at 3.93 eV and $Z=0.705$, about 8\% below 0.764. Correlation beyond mean field is not estimated.

\emph{Relaxation.} Let a lattice coordinate $q$ cost $q^2/2$ and shift the level by $-\gamma q$. With one electron captured, the minimum is at $q=\gamma$; the energy gained is $\lambda=\gamma^2/2$ and the level falls by $\gamma^2=2\lambda$. For a rough $\lambda=0.5$ eV it falls to 1.93 eV. With bands and couplings fixed, $Z$ becomes 0.753. This shift opposes that of repulsion: lowering the level by 1 eV after the repulsive shift brings $Z$ back to 0.761.

\emph{Temperature and disorder.} At 85\,$^\circ$C, $kT=0.0309$ eV. A classical coordinate has variance $kT$, so the level moves by $\gamma\sqrt{kT}=\sqrt{2\lambda kT}=0.18$ eV rms. One such step down or up gives $Z=0.766$ or 0.760. Zero-point motion, left out here, would raise the rms shift to 0.23 eV for a vibrational quantum of 0.1 eV. Moving each band edge inward by 0.1 eV, to imitate disorder and heating, gives 0.760. If tail states reach the level itself, it is no longer isolated and (\ref{Z}) loses its premise.

\emph{Programming field.} A field of 8 MV/cm drops 0.136 eV over a bond of 0.17 nm. This is a high value for the nitride: with no charge between the layers, the field in an adjoining oxide would be about 14 MV/cm, at the edge of breakdown. Shifting $\varepsilon_d$ down or up by this amount gives $Z=0.7655$ or 0.7617, against 0.7639 without the field. If instead the orbital energy is held fixed and the chain sites are tilted, by the same drop per site, $Z$ changes by up to about 2\%, depending on the directions of the chains. The field also opens a way out through a triangular barrier of height $\phi=E_c-E_b$. With $F$ the field and $m=0.4\,m_e$, a rough mass, the WKB exponent is
\begin{equation}
B=\frac{2}{\hbar}\int_0^{\phi/eF}\!\sqrt{2m(\phi-eFx)}\,dx
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF}=16.0 .
\end{equation}
The path is 2.6 nm long and $e^{-B}\approx10^{-7}$. Strictly, the level is then a resonance. For an attempt energy of order 1 eV its width is of order $10^{-7}$ eV; with the same mass, a two-band dispersion across the 5 eV gap raises this about ninefold, and a lighter mass raises it further. The estimate depends steeply on the depth, since $B\propto\phi^{3/2}$: for a trap 1 eV deep $B=5.4$, and for the level raised by repulsion, 0.94 eV deep, $B=4.9$, so the width grows to several meV. In these cases too it stays far below the distances to the bands that set $\Sigma'$, so $Z$ keeps its meaning; for still shallower levels at this field it need not. Whether the charge stays long enough is a separate question, which needs the escape rate.

\section*{Computed results}
\begin{verbatim}
Gap: 5.0 eV; bare orbital energy: 2.8 eV
Valence: centre -5.0 eV, half-width 5.0 eV, V 2.5 eV
Conduction: centre 9.0 eV, half-width 4.0 eV, V 2.0 eV
Gap level E_b: 2.9340 eV; chain value: 2.9340 eV
Depth below conduction edge: 2.0660 eV
Sigma valence at E_b: 0.8869 eV
Sigma conduction at E_b: -0.7529 eV
Sigma total at E_b: 0.1340 eV
Slope valence at E_b: -0.1440 (eV/eV)
Slope conduction at E_b: -0.1651 (eV/eV)
Weight Z: 0.7639; chain value: 0.7639 (no unit)
dE_b/de_d from chain: 0.7639 (eV/eV)
Gap-state share in valence continuum: 0.1100
Gap-state share in conduction continuum: 0.1261
Orbital weight in valence-band states: 0.1122
Orbital weight in conduction-band states: 0.1239
Gap level exists for e_d from -2.031 to 6.330 eV
Scan: e_d (eV), E_b (eV), Z, Z with slope at bare energy
  -1.00  0.2923  0.4788  not defined
   1.00  1.5698  0.7331  0.6748
   2.80  2.9340  0.7639  0.7658
   4.50  4.1768  0.6706  0.5954
   5.50  4.7658  0.4747  not defined
Near conduction edge: depth (meV), Z from chain, Z limit law
  4.0  0.0850  0.0894
  1.0  0.0436  0.0447
Uniform spectrum: E_b 2.9350 eV, Z 0.7369
Overlap 0.10: E_b 3.3287 eV
  coefficient squared 0.7560, projection 0.7510
Repulsion U: 2.0 eV; orbital shift U Z: 1.528 eV
  first-order level shift U Z^2: 1.167 eV
  solved level shift: 1.126 eV, Z 0.6889
Relaxation energy: 0.5 eV
  relaxed level 1.9340 eV, Z 0.7529
Temperature: 358.15 K; kT: 0.0309 eV
  rms thermal level motion: 0.176 eV
  Z one rms below, above: 0.7661, 0.7598
Each edge moved inward by 0.1 eV: E_b 2.9331 eV, Z 0.7595
Field: 8.0 MV/cm; bond length: 0.17 nm
  drop over bond 0.136 eV; Z for e_d lowered, raised: 0.7655, 0.7617
  tunnelling mass 0.4 m_e, path 2.58 nm
  WKB exponent 16.04, factor 1.1e-07
\end{verbatim}
